**Slonczewski's effective polarization compared with full spinor wave matching**

For free-electron ferromagnets and a thick rectangular barrier, the conductance varies as 1 + P_L P_R cos θ, with P = [(k_up − k_down)/(k_up + k_down)] · [(κ² − k_up k_down)/(κ² + k_up k_down)]. Here k_up and k_down are the majority and minority Fermi wavevectors, κ is the decay constant in the barrier, and θ is the angle between the magnetizations. The program solves the two-spin matching equations numerically and asserts that they reproduce the angular law and P at normal incidence for 40 random pairs of unlike magnets. It also asserts flux conservation, the vanishing magnetoresistance at κ² = k_up k_down, the inverse effect for one unlike pair, and the angular law when no minority states exist at the Fermi energy. After integration over parallel wavevectors, it asserts that the remainder beyond the first correction to P falls as 1/d², where d is the barrier thickness. In the worked example P is 0.30, against a bulk polarization of 0.50. The output shows a slow approach to the thick-barrier limit: the effective polarization is 0.53 at 2 nm and 0.333 at 10 nm.

## Check in Python

```python
"""
Effective polarization of a free-electron ferromagnet facing a thick barrier:
  P = (ku - kd)/(ku + kd) * (kappa^2 - ku*kd)/(kappa^2 + ku*kd)
  G(theta) = G0 * (1 + P_left*P_right*cos(theta))
ku, kd : majority and minority Fermi wavevectors (normal incidence)
kappa  : decay constant in the barrier; theta : angle of magnetizations
The formulas are compared with the full two-spin wave-matching solution.
A magnet is given by (E_up, E_down), the Fermi energy above each band bottom.
Energies are in eV, lengths in nm, and q2 is the parallel wavevector squared.
"""
import numpy as np
from scipy import constants as const

K2_PER_EV = 2 * const.m_e * const.e / const.hbar**2 * 1e-18  # nm^-2 per eV
G_QUANTUM = const.e**2 / const.h                              # S, one spin


def match(left, right, height, thickness, angle, q2=0.0):
    """Solve value and slope matching for both incident spins.

    The outgoing and returning waves are scaled by exp(+kappa*thickness), so
    the returned transmission is the true one times exp(2*kappa*thickness).
    Returns scaled transmission, reflection, and entry amplitudes (2 x 2).
    """
    q2 = np.atleast_1d(np.asarray(q2, dtype=float))
    n = len(q2)
    k_left = np.sqrt(K2_PER_EV * np.array(left) - q2[:, None] + 0j)
    k_right = np.sqrt(K2_PER_EV * np.array(right) - q2[:, None] + 0j)
    kappa = np.sqrt(K2_PER_EV * height + q2)[:, None, None]
    back = np.exp(-2 * kappa * thickness)
    c, s = np.cos(angle / 2), np.sin(angle / 2)
    spinors = np.array([[c, -s], [s, c]])
    one = np.eye(2)
    slope_left = 1j * k_left[:, :, None] * one
    slope_right = spinors * (1j * k_right[:, None, :])
    # unknown pairs: reflected, decaying, returning, transmitted
    m = np.zeros((n, 8, 8), dtype=complex)
    rhs = np.zeros((n, 8, 2), dtype=complex)
    m[:, 0:2, 0:2] = one
    m[:, 0:2, 2:4] = -one
    m[:, 0:2, 4:6] = -back * one
    rhs[:, 0:2] = -one
    m[:, 2:4, 0:2] = -slope_left
    m[:, 2:4, 2:4] = kappa * one
    m[:, 2:4, 4:6] = -kappa * back * one
    rhs[:, 2:4] = -slope_left
    m[:, 4:6, 2:4] = one
    m[:, 4:6, 4:6] = one
    m[:, 4:6, 6:8] = -spinors
    m[:, 6:8, 2:4] = -kappa * one
    m[:, 6:8, 4:6] = kappa * one
    m[:, 6:8, 6:8] = -slope_right
    x = np.linalg.solve(m, rhs)
    flux_in = k_left.real
    open_in = flux_in > 0
    inverse = np.where(open_in, 1 / np.where(open_in, flux_in, 1.0), 0.0)
    trans = np.einsum('na,nas,ns->n', k_right.real,
                      abs(x[:, 6:8])**2, inverse)
    refl = np.einsum('na,nas,ns->n', flux_in, abs(x[:, 0:2])**2, inverse)
    return trans, refl, x[:, 2:4]


def wavevectors(magnet, height):
    ku, kd = np.sqrt(K2_PER_EV * np.array(magnet))
    return ku, kd, np.sqrt(K2_PER_EV * height)


def polarization(magnet, height):
    ku, kd, kap = wavevectors(magnet, height)
    return (ku - kd) / (ku + kd) * (kap**2 - ku*kd) / (kap**2 + ku*kd)


def interface_factors(magnet, height):
    ku, kd, kap = wavevectors(magnet, height)
    return np.array([4 * kap * k / (kap**2 + k**2) for k in (ku, kd)])


def interface_dos_polarization(magnet, height):
    """Polarization of |psi at interface|^2 / k from wave matching."""
    ku, kd, _ = wavevectors(magnet, height)
    entry = match(magnet, magnet, height, 20.0, 0.0)[2][0]
    up, down = abs(entry[0, 0])**2 / ku, abs(entry[1, 1])**2 / kd
    return (up - down) / (up + down)


NODES, WEIGHTS = np.polynomial.legendre.leggauss(240)
NODES, WEIGHTS = (NODES + 1) / 2, WEIGHTS / 2


def scaled_conductance(magnet, height, thickness, angle):
    """Sum over parallel wavevectors, in e^2/h per nm^2, times
    exp(2*kappa*thickness) with kappa taken at normal incidence."""
    ku, kd, kap = wavevectors(magnet, height)
    span = ku**2 - kd**2
    q2 = np.concatenate([kd**2 * (1 - NODES**2), ku**2 - span * NODES**2])
    w = np.concatenate([2 * kd**2 * NODES * WEIGHTS,
                        2 * span * NODES * WEIGHTS])
    t = match(magnet, magnet, height, thickness, angle, q2)[0]
    decay = np.exp(-2 * thickness * (np.sqrt(kap**2 + q2) - kap))
    return np.sum(w * t * decay) / (4 * np.pi)


# Flux conservation of the matching solution, thin barrier, tilted spins
magnet = (2.25, 0.25)
height = 3.0
ku, kd, kappa = wavevectors(magnet, height)
thin = 0.1
t_thin, r_thin, _ = match(magnet, (4.0, 1.0), height, thin, 1.1)
assert abs(r_thin[0] + t_thin[0] * np.exp(-2*kappa*thin) - 2) < 1e-10

# Angular law and polarization for random unlike magnets
rng = np.random.default_rng(4)
for _ in range(40):
    lower = rng.uniform(0.2, 4.0, 2)
    left = (lower[0] + rng.uniform(0.2, 5), lower[0])
    right = (lower[1] + rng.uniform(0.2, 5), lower[1])
    barrier, theta = rng.uniform(0.5, 8), rng.uniform(0, np.pi)
    full = match(left, right, barrier, 8.0, theta)[0][0]
    sums = (interface_factors(left, barrier).sum()
            * interface_factors(right, barrier).sum())
    product = polarization(left, barrier) * polarization(right, barrier)
    assert abs(full / (0.5 * sums * (1 + product*np.cos(theta))) - 1) < 1e-9
    assert abs(interface_dos_polarization(left, barrier)
               - polarization(left, barrier)) < 1e-9

# Bulk density of states: derivative of the number of filled states
step = 1e-4
dos = [((e + step)**1.5 - (e - step)**1.5) / (2*step) for e in magnet]
bulk = (dos[0] - dos[1]) / (dos[0] + dos[1])
assert abs(bulk - (ku - kd) / (ku + kd)) < 1e-6

# Transmission is largest when the wavevector equals the decay constant
scan = np.linspace(0.5, 8.0, 751)
curve = [match((e, e), (e, e), height, 8.0, 0.0)[0][0] for e in scan]
best_energy = scan[int(np.argmax(curve))]
assert abs(best_energy - height) < 0.011

# Magnetoresistance of identical magnets vanishes at the sign change
crossing = np.sqrt(magnet[0] * magnet[1])
par0, anti0 = [match(magnet, magnet, crossing, 10.0, a)[0][0]
               for a in (0.0, np.pi)]
assert abs(par0 / anti0 - 1) < 1e-9
assert interface_dos_polarization(magnet, 0.8 * crossing) < 0
assert interface_dos_polarization(magnet, 1.2 * crossing) > 0

# No minority states at the Fermi energy: polarization is one
half_metal = (2.25, -0.5)
hm = [match(half_metal, half_metal, height, 8.0, a)[0][0]
      for a in (0.0, np.pi/2, np.pi)]
assert abs(hm[1] / hm[0] - 0.5) < 1e-9 and hm[2] < 1e-9 * hm[0]

# Worked example at normal incidence
P = polarization(magnet, height)
A = interface_factors(magnet, height)
d0 = 2.0
damping = np.exp(-2 * kappa * d0)
T = [match(magnet, magnet, height, d0, a)[0][0] * damping
     for a in (0.0, np.pi/2, np.pi)]
tmr = T[0] / T[2] - 1
assert abs(tmr - 2 * P**2 / (1 - P**2)) < 1e-9

# Unlike magnets with opposite signs of P
other = (16.0, 4.0)
P_other = polarization(other, height)
mixed = [match(magnet, other, height, d0, a)[0][0] for a in (0.0, np.pi)]
tmr_mixed = mixed[0] / mixed[1] - 1
assert P_other < 0 < P and tmr_mixed < 0
assert abs(tmr_mixed - 2*P*P_other / (1 - P*P_other)) < 1e-9

# Sum over parallel wavevectors: limit and first correction in 1/thickness
slope = (1 - P**2) * kappa / 4 * (1/kd**2 - 1/ku**2)
rows = {}
for d in (1.0, 2.0, 5.0, 10.0, 20.0, 50.0, 100.0, 200.0):
    gp = scaled_conductance(magnet, height, d, 0.0)
    ga = scaled_conductance(magnet, height, d, np.pi)
    gm = scaled_conductance(magnet, height, d, np.pi/2)
    assert abs(gm / (0.5 * (gp + ga)) - 1) < 1e-6
    limit = kappa / (4*np.pi*d) * 0.5 * A.sum()**2
    rows[d] = (np.sqrt((gp - ga) / (gp + ga)), gp / ga - 1,
               gm / limit, gp, ga)
miss = [rows[d][0] - P - slope / d for d in (100.0, 200.0)]
assert 3.5 < miss[0] / miss[1] < 4.5      # remainder falls as 1/d^2
off = [rows[d][2] - 1 for d in (100.0, 200.0)]
assert abs(off[1]) < 0.02 and 1.8 < off[0] / off[1] < 2.2

print(f"Fermi energy above majority band bottom: {magnet[0]:.2f} eV")
print(f"Fermi energy above minority band bottom: {magnet[1]:.2f} eV")
print(f"barrier height above Fermi energy: {height:.2f} eV")
print(f"k_up = {ku:.4f} nm^-1")
print(f"k_down = {kd:.4f} nm^-1")
print(f"kappa = {kappa:.4f} nm^-1")
print(f"interface factor A_up = {A[0]:.5f} (no unit)")
print(f"interface factor A_down = {A[1]:.5f} (no unit)")
print(f"bulk density-of-states polarization = {bulk:.5f} (no unit)")
factor = (kappa**2 - ku*kd) / (kappa**2 + ku*kd)
print(f"barrier factor = {factor:.5f} (no unit)")
print(f"effective polarization P = {P:.5f} (no unit)")
print(f"same from matched interface waves = "
      f"{interface_dos_polarization(magnet, height):.5f} (no unit)")
print(f"Normal incidence, thickness {d0:.1f} nm, both spins summed:")
print(f"  exp(-2 kappa d) = {damping:.4e} (no unit)")
for name, value in zip((0, 90, 180), T):
    print(f"  transmission at {name} degrees = {value:.5e} (no unit)")
print(f"  magnetoresistance (G_P-G_AP)/G_AP = {100*tmr:.3f} %")
print("Summed over parallel wavevectors:")
print(f"  length kappa/k_down^2 = {kappa/kd**2:.4f} nm")
print(f"  predicted slope of P_eff in 1/d = {slope:.5f} nm")
for d, row in rows.items():
    print(f"  d={d:5.0f} nm: P_eff={row[0]:.5f}, P+slope/d={P+slope/d:.5f},"
          f" MR={100*row[1]:.2f} %, G(90 deg)/limit={row[2]:.4f}")
for label, index in (("parallel", 3), ("antiparallel", 4)):
    g_area = rows[d0][index] * G_QUANTUM * damping * 1e6
    print(f"  G/area at {d0:.1f} nm, {label} = {g_area:.4e} S/um^2")
print(f"P changes sign at barrier height {crossing:.3f} eV")
for h in (0.25, 0.5, 0.75, 1.5, 3.0, 6.0, 12.0):
    print(f"  height {h:5.2f} eV: P from matched waves = "
          f"{interface_dos_polarization(magnet, h):+.5f} (no unit)")
print(f"largest transmission at band energy {best_energy:.2f} eV")
print(f"Unlike magnet: Fermi energy above bottoms {other[0]:.1f}, "
      f"{other[1]:.1f} eV")
print(f"  its P = {P_other:+.5f} (no unit)")
print(f"  magnetoresistance of the unlike pair = {100*tmr_mixed:.3f} %")
print(f"No minority states (band bottom {-half_metal[1]:.1f} eV above "
      f"Fermi energy):")
print(f"  T(90 deg)/T(0) = {hm[1]/hm[0]:.5f} (no unit)")
print("all assertions hold")
```

Output:

```
Fermi energy above majority band bottom: 2.25 eV
Fermi energy above minority band bottom: 0.25 eV
barrier height above Fermi energy: 3.00 eV
k_up = 7.6848 nm^-1
k_down = 2.5616 nm^-1
kappa = 8.8736 nm^-1
interface factor A_up = 1.97949 (no unit)
interface factor A_down = 1.06588 (no unit)
bulk density-of-states polarization = 0.50000 (no unit)
barrier factor = 0.60000 (no unit)
effective polarization P = 0.30000 (no unit)
same from matched interface waves = 0.30000 (no unit)
Normal incidence, thickness 2.0 nm, both spins summed:
  exp(-2 kappa d) = 3.8459e-16 (no unit)
  transmission at 0 degrees = 1.94392e-15 (no unit)
  transmission at 90 degrees = 1.78341e-15 (no unit)
  transmission at 180 degrees = 1.62290e-15 (no unit)
  magnetoresistance (G_P-G_AP)/G_AP = 19.780 %
Summed over parallel wavevectors:
  length kappa/k_down^2 = 1.3523 nm
  predicted slope of P_eff in 1/d = 0.27347 nm
  d=    1 nm: P_eff=0.66569, P+slope/d=0.57347, MR=159.16 %, G(90 deg)/limit=0.6174
  d=    2 nm: P_eff=0.53091, P+slope/d=0.43674, MR=78.50 %, G(90 deg)/limit=0.7514
  d=    5 nm: P_eff=0.38206, P+slope/d=0.35469, MR=34.18 %, G(90 deg)/limit=0.8994
  d=   10 nm: P_eff=0.33274, P+slope/d=0.32735, MR=24.90 %, G(90 deg)/limit=0.9552
  d=   20 nm: P_eff=0.31478, P+slope/d=0.31367, MR=22.00 %, G(90 deg)/limit=0.9789
  d=   50 nm: P_eff=0.30563, P+slope/d=0.30547, MR=20.61 %, G(90 deg)/limit=0.9918
  d=  100 nm: P_eff=0.30277, P+slope/d=0.30273, MR=20.18 %, G(90 deg)/limit=0.9959
  d=  200 nm: P_eff=0.30138, P+slope/d=0.30137, MR=19.98 %, G(90 deg)/limit=0.9980
  G/area at 2.0 nm, parallel = 2.3495e-14 S/um^2
  G/area at 2.0 nm, antiparallel = 1.3162e-14 S/um^2
P changes sign at barrier height 0.750 eV
  height  0.25 eV: P from matched waves = -0.25000 (no unit)
  height  0.50 eV: P from matched waves = -0.10000 (no unit)
  height  0.75 eV: P from matched waves = +0.00000 (no unit)
  height  1.50 eV: P from matched waves = +0.16667 (no unit)
  height  3.00 eV: P from matched waves = +0.30000 (no unit)
  height  6.00 eV: P from matched waves = +0.38889 (no unit)
  height 12.00 eV: P from matched waves = +0.44118 (no unit)
largest transmission at band energy 3.00 eV
Unlike magnet: Fermi energy above bottoms 16.0, 4.0 eV
  its P = -0.15152 (no unit)
  magnetoresistance of the unlike pair = -8.696 %
No minority states (band bottom 0.5 eV above Fermi energy):
  T(90 deg)/T(0) = 0.50000 (no unit)
all assertions hold
```
